# Long-range kernel in W and the bootstrap relation for alpha: test program

```python
# Result under test (Hartree atomic units). chi = chi0 + chi0 (v+f) chi, eps^-1 = 1 + v chi, with
# head-only kernel f = -alpha/q^2, a = alpha/4pi, eps = 1/eps^-1_00, x = eps_RPA - 1,
# x0 = -v0 chi0_00, r = x/x0:   1/(eps-1) = 1/x - a.
# Bootstrap a = 1/(eps x0): (eps-1)(eps-r) = x eps, a = r/((eps-1)(eps-r)), eps < eps_RPA + r.
# RPA bootstrap a = 1/(eps_RPA x): eps = eps_RPA + 1.  Small-q gap contribution = W_00(q,0).
# Model: simple cubic, V = -2U sum_i cos(b x_i), lowest band filled, Adler-Wiser chi0(q, i w).
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi
L, U, NK, NB, SC, QC = 6.0, 0.1, 8, 5, 0.05, 0.1
b = 2*pi/L
n = np.arange(-8, 9)
ks = b*((np.arange(NK) + 0.5)/NK - 0.5)
rg = range(-2, 3)
G = sorted([(i, j, k) for i in rg for j in rg for k in rg if i*i+j*j+k*k <= 6],
           key=lambda g: g[0]**2 + g[1]**2 + g[2]**2)
NG = len(G)
I = np.eye(NG)

def bands(k):
    H = np.diag((k + n*b)**2/2) - U*(np.eye(len(n), k=1) + np.eye(len(n), k=-1))
    return np.linalg.eigh(H)

def pair1d(q):
    M, D = np.zeros((NK, NB, 5)), np.zeros((NK, NB))
    for i, k in enumerate(ks):
        e0, c0 = bands(k - q/2)
        e1, c1 = bands(k + q/2)
        D[i] = e1[:NB] - e0[0]
        for g in rg:
            M[i, :, g+2] = c1[:, :NB].T @ np.eye(len(n), k=-g) @ c0[:, 0]
    return M.reshape(-1, 5), D.ravel()

def setup(q):
    Mx, Dx = pair1d(q)
    My, Dy = pair1d(0.0)
    m = np.tile(np.arange(NB), NK)
    keep = (m[:, None, None] + m[None, :, None] + m[None, None, :]).ravel() > 0
    D = (Dx[:, None, None] + Dy[None, :, None] + Dy[None, None, :]).ravel()[keep]
    rho = np.array([np.einsum("i,j,k->ijk", Mx[:, i+2], My[:, j+2], My[:, k+2]).ravel()[keep]
                    for i, j, k in G])
    v = np.array([4*pi/((q + b*i)**2 + (b*j)**2 + (b*k)**2) for i, j, k in G])
    return rho, D, v

def chi0(S, w=0.0, sc=0.0):
    d = S[1] + sc
    return -4/(NK**3*L**3)*((S[0]*(d/(d*d + w*w))) @ S[0].T)

def dyson(c0, K):
    return np.linalg.solve(np.eye(len(c0)) - c0 @ K, c0)

def head(val):
    F = np.zeros((NG, NG)); F[0, 0] = val
    return F

def einv(c0, v, F):   # head of eps^-1 from the full matrix equation
    return 1 + v[0]*dyson(c0, np.diag(v) + F)[0, 0]

def schur(c0, v, s=1.0):   # x0 and x; s scales the Coulomb body
    P = -np.sqrt(v)[:, None]*c0*np.sqrt(v)[None, :]
    B = np.eye(len(v) - 1) + s*P[1:, 1:]
    return P[0, 0], P[0, 0] - s*P[0, 1:] @ np.linalg.solve(B, P[1:, 0])

def out(label, val, unit="", d=4):
    print(f"{label} = {val:.{d}f} {unit}".rstrip())

print(f"L = {L} bohr, U = {U} Ha, mesh {NK}^3, {NB} bands/axis, {NG} G, scissor = {SC} Ha")
e0, eX = bands(0.0)[0], bands(b/2)[0]
gap = eX[1] + 2*e0[0] - 3*eX[0]
assert gap > 0
print(f"unscissored gaps: indirect {gap:.4f} Ha ({gap*EV:.3f} eV), direct {eX[1]-eX[0]:.4f} Ha")
q1, q2 = 2e-3, 4e-3
S1, S2 = setup(q1), setup(q2)
v = S1[2]
cu, c = chi0(S1), chi0(S1, 0, SC)
x0u, xu = schur(cu, v)
kp, curv, h = 0.0, 0.0, 1e-3
for k in ks:
    e, cc = bands(k)
    p = cc.T @ ((k + n*b)*cc[:, 0])
    kp += 16*pi/L**3/NK*np.sum(p[1:NB]**2/(e[1:NB] - e[0])**3)
    curv += (bands(k+h)[0][0] - 2*e[0] + bands(k-h)[0][0])/h**2/NK
assert abs(x0u/kp - 1) < 1e-3          # O(q^2) difference
print(f"q = {q1} 1/bohr; unscissored x0 = {x0u:.4f} (k.p {kp:.4f}), x = {xu:.4f}")
out("unscissored eps_RPA", 1 + xu)
x0, x = schur(c, v)
r = x/x0
eR = 1/einv(c, v, head(0.0))
vbar = v.copy(); vbar[0] = 0
assert abs(eR - 1 - x) < 1e-8 and abs(-v[0]*dyson(c, np.diag(vbar))[0, 0] - x) < 1e-8
assert 0 < r < 1
print(f"scissored x0 = {x0:.4f}, x = {x:.4f}, r = {r:.4f}, eps_RPA = {eR:.4f}")
out("eps_RPA with 33 G only", 1 + schur(c[:33, :33], v[:33])[1])

# scaling with q: constant head kernel versus -alpha/q^2
c2, v2 = chi0(S2, 0, SC), S2[2]
Kc = 10.0
d1 = 1/einv(c, v, head(-Kc)) - eR
d2 = 1/einv(c2, v2, head(-Kc)) - 1/einv(c2, v2, head(0.0))
assert abs(d2/d1 - 4) < 0.02
l1 = 1/einv(c, v, head(-1/q1**2)) - eR
l2 = 1/einv(c2, v2, head(-1/q2**2)) - 1/einv(c2, v2, head(0.0))
assert abs(l2/l1 - 1) < 2e-3
print(f"f=-{Kc} Ha bohr^3: d eps = {d1:.3e}, ratio on doubling q = {d2/d1:.4f}")
print(f"alpha=1: d eps = {l1:.4f}, ratio on doubling q = {l2/l1:.4f}")

# bootstrap iteration on the full matrix equation
hist = [eR]
for _ in range(60):
    hist.append(1/einv(c, v, head(1/(hist[-1]*c[0, 0]))))
eB = hist[-1]
aB = -q1**2/(eB*c[0, 0])/(4*pi)
s = 1 + r + x
assert abs(eB - (s + np.sqrt(s*s - 4*r))/2) < 1e-8
assert abs(aB - r/((eB - 1)*(eB - r))) < 1e-8 and eR < eB < eR + r
slope = (hist[9] - hist[8])/(hist[8] - hist[7])
assert abs(slope + r*(eB - 1)/(eB*(eB - r))) < 1e-3
print("bootstrap iterates eps: " + " ".join(f"{t:.4f}" for t in hist[:5]))
print(f"bootstrap: s = {s:.4f}, eps_inf = {eB:.4f}, other root = {r/eB:.4f}")
print(f"bootstrap: alpha = {4*pi*aB:.4f}, a = {aB:.4f}, a x = {aB*x:.4f}, slope = {slope:.4f}")
print(f"eps_inf - eps_RPA = {eB-eR:.4f}, bound r = {r:.4f}")
out("4pi/(eps_inf-1)^2, local fields ignored", 4*pi/(eB - 1)**2)
print(f"head eps^-1: RPA {1/eR:.4f}, bootstrap {1/eB:.4f}, change {1/eB-1/eR:.4f}")
F = head(-4*pi*aB/q1**2)
for w in (0.2, 0.5):
    cw = chi0(S1, w, SC)
    xw = schur(cw, v)[1]
    ew = einv(cw, v, F)
    assert abs(ew - (1 - aB*xw)/(1 + (1 - aB)*xw)) < 1e-9
    print(f"i w = {w} Ha: x = {xw:.4f}, eps^-1 RPA {1/(1+xw):.4f}, bootstrap {ew:.4f}")
assert abs(einv(c, v, head(-4*pi/x/q1**2))) < 1e-8
out("critical alpha 4pi/x", 4*pi/x)
w = 50.0
cw = chi0(S1, w)
fs = [w*w*(1/einv(cw, v, K) - 1)/(8*pi/L**3) for K in (head(0.0), F)]
assert abs(curv) < 1e-2 and all(abs(t - (1 - curv)) < 1e-3 for t in fs)
print(f"f-sum/(4 pi n) at i w = {w} Ha: RPA {fs[0]:.4f}, kernel {fs[1]:.4f}, mesh {1-curv:.4f}")

# rank-one change of the whole matrix, and other kernel placements
sv = np.sqrt(v)
cR, cF = dyson(c, np.diag(v)), dyson(c, np.diag(v) + F)
dE = sv[:, None]*(cF - cR)*sv[None, :]
rank1 = np.outer(sv*cR[:, 0], cR[0]*sv)*F[0, 0]/(1 - F[0, 0]*cR[0, 0])
assert np.abs(dE - rank1).max() < 1e-9 and np.abs(dE[1:, 1:]).max() > 1e-6
print(f"max change of sym. eps^-1: wing {np.abs(dE[0,1:]).max():.4f}, body {np.abs(dE[1:,1:]).max():.5f}")
te = 1 + (v[0] + F[0, 0])*cF[0, 0]
assert abs(te - 1/(1 + (1 - aB)*x)) < 1e-9 and te > 1/eR
out("test-electron head", te)
xd = schur(c, v, 1 - aB)[1]
eD = 1/einv(c, v, -aB*np.diag(v))
assert abs(eD - 1 - xd/(1 - aB*xd)) < 1e-8 and eD > eB
print(f"diagonal kernel, same alpha: x' = {xd:.4f}, eps_inf = {eD:.4f}")
fR = 1/(eR*dyson(c, np.diag(vbar))[0, 0])
eO = 1/einv(c, v, head(fR))
assert abs(eO - eR - 1) < 1e-8 and abs(-fR*q1**2 - 4*pi/((eO - 1)*(eO - 2))) < 1e-7
print(f"RPA bootstrap: alpha = {-fR*q1**2:.4f}, eps_inf = {eO:.4f}")
P = sv[:, None]*c*sv[None, :]
E = I + dyson(P, I)
for _ in range(300):
    En = I + dyson(P, I - E/x0)
    res = np.abs(En - E).max()
    E = 0.5*(E + En)
assert res < 1e-10 and abs(1/E[0, 0] - eB) > 1e-4
print(f"full-matrix bootstrap: head alpha = {4*pi*E[0,0]/x0:.4f}, eps_inf = {1/E[0,0]:.4f}")
aT = brentq(lambda al: 1/einv(c, v, head(-al/q1**2)) - 1 - xu, 0, 0.99*4*pi/x, xtol=1e-12)
assert abs(aT - 4*pi*(1/x - 1/xu)) < 1e-7
out("alpha restoring unscissored eps_RPA", aT)

# no local fields: scalar Dyson iteration
for xx in (0.01, 1.0, 4.0, 10.0, 100.0):
    e = 1 + xx
    for _ in range(3000):
        a = 1/(e*xx)
        e = 1/(1 - xx/(1 + (1 - a)*xx))
    assert abs(e - 1 - xx/2 - np.sqrt(xx + xx*xx/4)) < 1e-9*e and abs(a*(e - 1)**2 - 1) < 1e-8
    if xx == 100.0: assert abs(e - (xx + 2 - 1/xx)) < 3/xx**2
    if xx == 0.01: assert abs(e - 1 - np.sqrt(xx)) < xx
    print(f"r=1: eps_RPA = {1+xx:.2f}, eps_inf = {e:.4f}, alpha = {4*pi*a:.5f}")

# one oscillator: Sigma_c(i nu) by quadrature, continued through its single pole (units of v0)
E0, wp, a = 0.3, 0.5, 0.2
def Wc(w):
    ch = -wp**2/(E0**2 + w*w)
    return ch/(1 - (1 - a)*ch)
def sigma(nu, xi):
    f = lambda w: -Wc(w)/(1j*(nu + w) - xi)/(2*pi)
    tot = 0j
    for lo, hi in ((-np.inf, -2), (-2, -nu), (-nu, 2), (2, np.inf)):
        tot += quad(lambda w: f(w).real, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
        tot += 1j*quad(lambda w: f(w).imag, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return tot
onshell = {}
for xi in (0.1, -0.1):
    i1, i2 = 1/sigma(0.0, xi), 1/sigma(0.3, xi)
    sl = (i2 - i1)/0.3j
    onshell[xi] = (1/(i1 + sl*xi)).real
    Om = abs(-i1/sl - xi)
    assert abs(Om - np.sqrt(E0**2 + (1 - a)*wp**2)) < 1e-7
xo = wp**2/E0**2
gs = onshell[0.1] - (onshell[-0.1] - 1)
assert abs(gs - (1 - a*xo)/(1 + (1 - a)*xo)) < 1e-7
print(f"oscillator E = {E0} Ha, wp = {wp} Ha, a = {a}, levels +-0.1 Ha: x = {xo:.4f}, pole = {Om:.4f} Ha")
print(f"Sigma_c/v0: empty {onshell[0.1]:.4f}, occupied {onshell[-0.1]:.4f}; gap term/v0 = {gs:.4f}")
sph = quad(lambda q: 4*pi*q*q/(2*pi)**3*4*pi/q**2, 0, QC)[0]
assert abs(sph - 2*QC/pi) < 1e-12
print(f"q_c = {QC} 1/bohr: sphere integral of v = {sph:.5f} Ha")
for name, e in (("bootstrap", eB), ("RPA bootstrap", eO)):
    dg = sph*(1/e - 1/eR)
    print(f"small-q gap change, {name}: {dg:.5f} Ha = {dg*EV:.3f} eV")
print("all good")
```

Printed output:

```
L = 6.0 bohr, U = 0.1 Ha, mesh 8^3, 5 bands/axis, 81 G, scissor = 0.05 Ha
unscissored gaps: indirect 0.0717 Ha (1.951 eV), direct 0.1984 Ha
q = 0.002 1/bohr; unscissored x0 = 1.9997 (k.p 1.9998), x = 1.5214
unscissored eps_RPA = 2.5214
scissored x0 = 1.6380, x = 1.2879, r = 0.7863, eps_RPA = 2.2879
eps_RPA with 33 G only = 2.2886
f=-10.0 Ha bohr^3: d eps = 5.280e-06, ratio on doubling q = 3.9996
alpha=1: d eps = 0.1471, ratio on doubling q = 0.9999
bootstrap iterates eps: 2.2879 2.9623 2.7533 2.8027 2.7901
bootstrap: s = 3.0742, eps_inf = 2.7926, other root = 0.2815
bootstrap: alpha = 2.7471, a = 0.2186, a x = 0.2815, slope = -0.2516
eps_inf - eps_RPA = 0.5047, bound r = 0.7863
4pi/(eps_inf-1)^2, local fields ignored = 3.9105
head eps^-1: RPA 0.4371, bootstrap 0.3581, change -0.0790
i w = 0.2 Ha: x = 0.8950, eps^-1 RPA 0.5277, bootstrap 0.4733
i w = 0.5 Ha: x = 0.3619, eps^-1 RPA 0.7343, bootstrap 0.7179
critical alpha 4pi/x = 9.7571
f-sum/(4 pi n) at i w = 50.0 Ha: RPA 0.9989, kernel 0.9989, mesh 0.9990
max change of sym. eps^-1: wing 0.0176, body 0.00391
test-electron head = 0.4984
diagonal kernel, same alpha: x' = 1.3405, eps_inf = 2.8962
RPA bootstrap: alpha = 4.2646, eps_inf = 3.2879
full-matrix bootstrap: head alpha = 2.8601, eps_inf = 2.6823
alpha restoring unscissored eps_RPA = 1.4971
r=1: eps_RPA = 1.01, eps_inf = 1.1051, alpha = 1137.09956
r=1: eps_RPA = 2.00, eps_inf = 2.6180, alpha = 4.79993
r=1: eps_RPA = 5.00, eps_inf = 5.8284, alpha = 0.53901
r=1: eps_RPA = 11.00, eps_inf = 11.9161, alpha = 0.10546
r=1: eps_RPA = 101.00, eps_inf = 101.9902, alpha = 0.00123
oscillator E = 0.3 Ha, wp = 0.5 Ha, a = 0.2, levels +-0.1 Ha: x = 2.7778, pole = 0.5385 Ha
Sigma_c/v0: empty -0.4310, occupied 0.4310; gap term/v0 = 0.1379
q_c = 0.1 1/bohr: sphere integral of v = 0.06366 Ha
small-q gap change, bootstrap: -0.00503 Ha = -0.137 eV
small-q gap change, RPA bootstrap: -0.00846 Ha = -0.230 eV
all good
```
